# Gamma5-Hermiticity of Wilson Fermions and the Sign Problem at Finite Density

A lattice calculation of quark matter replaces the integral over gauge fields by an average over sampled fields. Integrating out one quark flavour multiplies the weight of each field by the determinant of its Dirac matrix. Sampling requires a weight that is real and non-negative, yet the Dirac matrix is not Hermitian and has complex eigenvalues. The question is why its determinant is nevertheless real in the vacuum, and what is lost when a chemical potential favours quarks over antiquarks.

Take a periodic lattice with $d$ directions, $d$ even, the last one, $t$, being Euclidean time. Lengths are in units of the spacing $a$, and masses and eigenvalues in units of $1/a$. The matrices $\gamma_\nu$ are Hermitian with $\gamma_\nu^2=1$ and anticommute with one another; $\gamma_5$ is Hermitian, squares to one and anticommutes with every $\gamma_\nu$. The forward hop is $(H_\nu\psi)(x)=U_\nu(x)\psi(x+\hat\nu)$, with unitary links $U_\nu$ and an extra minus sign when $H_t$ crosses the time boundary. It is unitary, so $H_\nu^\dagger$ is the backward hop. For real bare mass $m$ and Wilson parameter one, the Wilson matrix is

$$D(\mu)=m+d-\frac12\sum_\nu\left[(1-\gamma_\nu)e^{\mu\delta_{\nu t}}H_\nu+(1+\gamma_\nu)e^{-\mu\delta_{\nu t}}H_\nu^\dagger\right].$$

The chemical potential $\mu$ enhances forward hops in time and suppresses backward ones. Taking the adjoint exchanges $H_\nu$ with $H_\nu^\dagger$ and conjugates $\mu$:

$$D(\mu)^\dagger=m+d-\frac12\sum_\nu\left[(1-\gamma_\nu)e^{\mu^*\delta_{\nu t}}H_\nu^\dagger+(1+\gamma_\nu)e^{-\mu^*\delta_{\nu t}}H_\nu\right].$$

Multiplication by $\gamma_5$ on both sides reverses the sign of each $\gamma_\nu$. The factor $(1-\gamma_\nu)$ then again accompanies $H_\nu$, now with $e^{-\mu^*\delta_{\nu t}}$. The result is $D(-\mu^*)$, or equivalently

$$\gamma_5D(\mu)\gamma_5=D(-\mu^*)^\dagger. \tag{1}$$

First set $\mu=0$, where (1) reads $\gamma_5D\gamma_5=D^\dagger$. Since $\gamma_5^2=1$, the characteristic polynomial satisfies

$$\det(D-\lambda)=\det(D^\dagger-\lambda)=\det\left[(D-\lambda^*)^\dagger\right]=\left[\det(D-\lambda^*)\right]^*.$$

If $\lambda$ is a root, so is $\lambda^*$, with the same multiplicity. At $\lambda=0$ the identity says that $\det D$ is real. Each nonreal pair contributes $|\lambda|^2>0$ to the determinant, so, when no eigenvalue vanishes, its sign is $(-1)^n$, where $n$ counts the negative real eigenvalues with multiplicity.

Real therefore does not mean positive. There is a safe range, however. In each direction the hopping part is $K_\nu=\Pi_-H_\nu+\Pi_+H_\nu^\dagger$, with the orthogonal projectors $\Pi_\mp=(1\mp\gamma_\nu)/2$. These commute with the hops, so

$$\|K_\nu\psi\|^2=\|H_\nu\Pi_-\psi\|^2+\|H_\nu^\dagger\Pi_+\psi\|^2=\|\psi\|^2.$$

The sum of the $d$ hopping terms thus has norm at most $d$, and every eigenvalue obeys $|\lambda-m-d|\le d$. For $m>0$ all real eigenvalues are positive and $\det D>0$. For $m<0$ one flavour can have a negative determinant, while two flavours of equal mass give $(\det D)^2\ge0$.

The same symmetry decides which modes can have chirality, meaning a nonzero $v^\dagger\gamma_5v$. Let $Dv=\lambda v$. From $\gamma_5D=D^\dagger\gamma_5$,

$$v^\dagger\gamma_5D=v^\dagger D^\dagger\gamma_5=(Dv)^\dagger\gamma_5=\lambda^*v^\dagger\gamma_5. \tag{2}$$

Multiply by $v$ from the right and use $Dv=\lambda v$ on the left side:

$$(\lambda-\lambda^*)\,v^\dagger\gamma_5v=0.$$

A mode with nonreal eigenvalue has zero chirality. If $\lambda$ is real and simple, (2) says that $v^\dagger\gamma_5$ is its left eigenvector. Suppose that its product with $v$ vanished. The range of $D-\lambda$ consists of all vectors annihilated by this one left eigenvector, so there would be a $y$ with $(D-\lambda)y=v$. Then $(D-\lambda)^2y=0$ with $(D-\lambda)y\ne0$, and $\lambda$ would have multiplicity at least two, a contradiction. A simple real mode must carry chirality.

Simplicity matters, as a two-state model shows. With $\gamma_5=\mathrm{diag}(1,-1)$ and real $a_0,b>0$, the matrix

$$A=\begin{pmatrix}a_0&b\\-b&-a_0\end{pmatrix}$$

obeys $\gamma_5A\gamma_5=A^\dagger$ and has eigenvalues $\pm s$, $s=\sqrt{a_0^2-b^2}$. For $b<a_0$ the eigenvector of $+s$ is $(b,\,s-a_0)$. Using $b^2=a_0^2-s^2$, its normalized chirality is

$$\frac{b^2-(s-a_0)^2}{b^2+(s-a_0)^2}=\frac{2s(a_0-s)}{2a_0(a_0-s)}=\frac{s}{a_0}.$$

Replacing $s$ by $-s$ gives $-s/a_0$ for the other mode. At $b=a_0$ the two eigenvalues meet at zero, one eigenvector is left, and its chirality is zero although its eigenvalue is real. For $b>a_0$ the eigenvalues form an imaginary pair.

The chiralities of the real modes are also tied together. Let $x$ and $y$ belong to the generalized eigenspaces of $\lambda$ and $\kappa$, with $(D-\lambda)^qx=0$. If $\kappa\neq\lambda^*$, then $D-\lambda^*$ is invertible on the space of $\kappa$, so $y=(D-\lambda^*)^qy'$ and

$$x^\dagger\gamma_5y=\left[(D-\lambda)^qx\right]^\dagger\gamma_5y'=0.$$

The Hermitian form $x^\dagger\gamma_5y$ is therefore block diagonal, with one block for each real eigenvalue and one for each conjugate pair. In a pair block it connects the space of $\lambda$ only to that of $\lambda^*$. The block has the shape $\begin{pmatrix}0&B\\B^\dagger&0\end{pmatrix}$ with invertible $B$, and its eigenvalues are plus and minus the singular values of $B$: as many positive as negative. The whole form has the same balance, because $\mathrm{tr}\,\gamma_5=\mathrm{tr}\,\gamma_1\gamma_5\gamma_1=-\mathrm{tr}\,\gamma_5=0$. When all real eigenvalues are simple, their chirality signs must add to zero.

A two-dimensional $U(1)$ field makes this visible. On $6\times6$ sites with coordinates from 0 to 5, let $F=2\pi/36$. Give the time links the phase $Fx$ and the space links at $x=5$ the phase $-6Ft$, which puts one unit, $2\pi$, of gauge-field flux through the space-time lattice. Then add Gaussian noise of standard deviation 0.2 rad to every link phase. Diagonalizing the $72\times72$ matrix at $m=0$ gives four real eigenvalues:

| eigenvalue ($1/a$) | chirality |
|---|---|
| 0.106 | −0.991 |
| 1.932 | +0.907 |
| 2.068 | +0.907 |
| 3.894 | −0.991 |

The signs cancel, as they must, although the values do not. The first mode is the light one; the other three belong to the heavy doublers that the Wilson term lifts. The symmetry about 2 has a simple origin. Multiplication by $(-1)^{x+t}$ reverses every hop on this even lattice, hence reverses $D-2$, and it commutes with $\gamma_5$. Modes at $2\pm s$ thus have equal chirality.

A bare mass shifts all eigenvalues by $m$. At $m=-1$ the first becomes $0.106-1=-0.894$ and the other three stay positive, so the determinant is negative. At $m=-5$ all four are negative and it is positive again.

Now let $\mu$ be real and nonzero. Equation (1) becomes $\gamma_5D(\mu)\gamma_5=D(-\mu)^\dagger$, and

$$\det D(\mu)=\left[\det D(-\mu)\right]^*. \tag{3}$$

This relates two different matrices and no longer makes either determinant real. The eigenvalues of $D(\mu)$ are the conjugates of those of $D(-\mu)$ and need no longer form conjugate pairs among themselves. The chirality argument changes in the same way: if $D(\mu)v=\lambda v$ and $D(-\mu)w=\kappa w$, it yields $(\lambda-\kappa^*)w^\dagger\gamma_5v=0$, which does not constrain $v^\dagger\gamma_5v$. For imaginary $\mu$, by contrast, $-\mu^*=\mu$, and all the earlier results survive.

Losing a proof of reality is not yet a proof of complexity. To see where a phase comes from, let $N_t$ be the number of time slices, $t=0,\dots,N_t-1$, and let $S$ multiply $\psi$ by $e^{-\mu t}$. In $S^{-1}D(\mu)S$ a forward time hop inside the lattice has the factor $e^{\mu t}e^{\mu}e^{-\mu(t+1)}=1$. The hop from the last slice to the first has $e^{\mu(N_t-1)}e^{\mu}=e^{\mu N_t}$, and its reverse has $e^{-\mu N_t}$. The determinant is unchanged by $S$, so it is a finite sum over the net number $k$ of windings around time:

$$\det D(\mu)=\sum_kc_k\,e^{k\mu N_t},\qquad c_{-k}=c_k^*.$$

The second relation follows from comparing powers in (3). The terms $k$ and $-k$ together have the imaginary part $\mathrm{Im}\,c_k\,(e^{k\mu N_t}-e^{-k\mu N_t})$, and $c_0$ is real. Hence

$$\mathrm{Im}\det D(\mu)=2\sum_{k>0}\mathrm{Im}\,c_k\,\sinh(k\mu N_t). \tag{4}$$

At $\mu=0$ the phases of quark and antiquark windings cancel. Real $\mu$ weights the two differently and leaves a remainder.

For the flux field at $m=0.1$, the coefficients follow from a discrete Fourier transform of the determinant at 13 equally spaced values of $\theta$, with $\mu=i\theta/6$. In units of $\det D(0)$, $\mathrm{Im}\,c_1=-0.01454$ and $\mathrm{Im}\,c_2=-0.000430$. At $\mu=0.3$, where $\mu N_t=1.8$, the first two terms of (4) are

$$2(-0.01454)\sinh1.8-2(0.000430)\sinh3.6\approx-0.0856-0.0157=-0.1013.$$

The full determinant ratio is $0.8979-0.1011i$; the small remaining difference comes from higher windings. The coefficient $c_2$ is far smaller than $c_1$, but its faster growth with $\mu$ makes it visible.

The same happens with $SU(3)$ links in four dimensions. For one field of independent, uniformly distributed links on $2^3\times4$ sites with $m=1$, the phase of $\det D$ is zero at $\mu=0$, 0.016 rad at $\mu=0.5$, 0.124 rad at $\mu=1$ and 0.379 rad at $\mu=1.25$. At $\mu=1$ the conjugate of some eigenvalue lies 0.37 from the nearest eigenvalue, and a nonreal mode has chirality of magnitude 0.16.

A complex weight does not make the partition function complex. Choose the charge-conjugation matrix $C$ with $C^{-1}\gamma_\nu^TC=-\gamma_\nu$. Transposing a hop gives $H_\nu[U]^T=H_\nu[U^*]^\dagger$, so

$$C^{-1}D(U,\mu)^TC=m+d-\frac12\sum_\nu\left[(1+\gamma_\nu)e^{\mu\delta_{\nu t}}H_\nu[U^*]^\dagger+(1-\gamma_\nu)e^{-\mu\delta_{\nu t}}H_\nu[U^*]\right].$$

The right side is $D(U^*,-\mu)$. With (3) this gives $\det D(U,\mu)=[\det D(U^*,\mu)]^*$. A gauge action that is equal for $U$ and $U^*$ lets the imaginary parts cancel in the integral. What remains is a real part that may oscillate in sign.

There are exceptions to the complex weight. For $SU(2)$ quarks in the doublet representation, $U^*=\sigma_2U\sigma_2$ on every link. This change of basis leaves the determinant unchanged, so it equals its own conjugate and stays real at real $\mu$, though for one flavour it can still be negative. For two flavours of equal mass with opposite chemical potentials, (3) gives $\det D(\mu)\det D(-\mu)=|\det D(\mu)|^2\ge0$ for any of these gauge groups.

For two $SU(3)$ flavours with equal masses and equal $\mu$, one can sample with $|\det D|^2$ and put the phase $e^{i\theta}$ of $(\det D)^2$ into the observable. Every average is then divided by $\langle e^{i\theta}\rangle$, and the method becomes costly when this number is small. Its size can be found in a solvable limit: four dimensions, no gauge action, and spatial hops removed while the diagonal term $M=m+4$ is kept. This static model omits the spatial motion of quarks, so it shows the mechanism and does not predict the phase in full QCD.

Each spatial site now decouples. On the two spin states selected by $(1-\gamma_t)/2$ the matrix is $M-e^\mu H_t$. Let $P$ be the product of the links around time at that site and $p$ one of its three eigenvalues. The antiperiodic sign makes the corresponding eigenvalues $h_j$ of $H_t$ the $N_t$ roots of $h^{N_t}=-p$, so $\prod_j(X-h_j)=X^{N_t}+p$. Setting $X=Me^{-\mu}$ and multiplying by $e^{\mu N_t}$,

$$\prod_j(M-e^\mu h_j)=M^{N_t}+e^{\mu N_t}p.$$

The other two spin states give the same with $\mu\to-\mu$ and $P\to P^\dagger$. Apart from a constant power of $M$, one flavour at one site has the weight

$$w=\left[\det(1+zP)\det(1+z'P^\dagger)\right]^2,\qquad z=\left(\frac{e^\mu}{M}\right)^{N_t},\quad z'=\left(\frac{e^{-\mu}}{M}\right)^{N_t}.$$

Without gauge action the matrices $P$ at different sites are independent and uniformly distributed over $SU(3)$. For $V$ spatial sites,

$$\langle e^{i\theta}\rangle=R^V,\qquad R=\frac{\int dP\,w^2}{\int dP\,|w|^2}. \tag{5}$$

For small $z$ and $z'$, write $\chi=\mathrm{tr}\,P$. To the order needed, $w^2=\exp[4(z\chi+z'\chi^*)]$ and $|w|^2=\exp[2(z+z')(\chi+\chi^*)]$. The omitted second-order exponents contain $\mathrm{tr}\,P^2$ or its conjugate. These average to zero, as do $\chi$ and $\chi^2$, because the integral is unchanged under $P\to e^{2\pi i/3}P$; the average of $|\chi|^2$ is one. The integrals are $1+16zz'$ and $1+4(z+z')^2$, so

$$R\approx1+16zz'-4(z+z')^2=1-4(z-z')^2.$$

The loss begins with the imbalance between quarks and antiquarks and vanishes at $\mu=0$.

For $m=1$ and $N_t=4$, hence $M=5$, numerical integration over the eigenvalue angles of $P$ gives:

| $\mu$ ($1/a$) | $z$ | $R$ |
|---|---|---|
| 0.5 | 0.0118 | 0.99948 |
| 1.0 | 0.0874 | 0.9777 |
| 1.25 | 0.2375 | 0.9265 |
| 1.5 | 0.6455 | 0.9836 |
| 1.609 | 1.0000 | 1.0000 |

At $\mu=0.5$ the value of $1-R$ is 0.964 times the small-$z$ estimate. The recovery towards $z=1$ also has a reason. If $P$ has eigenvalues $e^{i\phi_a}$,

$$\det(1+P)=\prod_{a=1}^3\left(1+e^{i\phi_a}\right)=8\,e^{i(\phi_1+\phi_2+\phi_3)/2}\prod_{a=1}^3\cos\frac{\phi_a}{2}.$$

Since $\det P=1$, the angles add to a multiple of $2\pi$ and this is real. Its fourth power in $w^2$ is non-negative, and $z'=5^{-8}$ is too small to matter here. This recovery is a lattice effect. Because $\det(1+zP)=z^3\det(1+z^{-1}P^\dagger)$, the model without $z'$ is symmetric under $z\to1/z$, and $z=1$ is half filling, with 6 of the 12 quark states of a site occupied. Beyond it $R$ falls again, to 0.9265 at $\mu=1.97$, and approaches one only as the site saturates. The recovery occurs at $\mu$ of the order of the cutoff $1/a$ and says nothing about dense quark matter in the continuum.

Between these limits the volume makes even a mild phase costly. At $\mu=1.25$, eight sites give $0.9265^8\approx0.54$, but 512 sites give about $10^{-17}$. A unit phase with mean $R^V$ has variance $\langle|e^{i\theta}-R^V|^2\rangle=1-R^{2V}$, so $N$ independent samples determine the mean with relative error

$$\frac{1}{R^V}\sqrt{\frac{1-R^{2V}}{N}}.$$

By this measure, an error of 10 percent of the mean takes about 240 samples for eight sites and about $10^{36}$ for 512. Since the mean is known to be real, one can average only the real part of the phase; this lowers the numbers to about 90 and $4\times10^{35}$ but leaves the exponential growth unchanged. In this model, the sign problem is this exponential growth of cost with volume, and it is present wherever $R<1$.
